# The Top-of-Barrier Potential: Monotone Newton Iteration and Fixed-Point Oscillation

## The barrier and its own charge

In a very short transistor, electrons enter the channel over a potential barrier near the source. A positive gate voltage lowers the barrier and lets more electrons in, but their charge raises it again. The barrier height and the charge must therefore be found together.

The obvious procedure is to guess the height, count the electrons, recompute the height from their charge, and repeat. It works at low gate voltage. At high gate voltage it can jump for ever between a flooded and an empty barrier, although the equation has one well-behaved solution.

## The scalar equation

Let $U$ be the energy of the subband bottom at the top of the barrier, $N$ the electron density per area there, and $q>0$ the elementary charge. The source is grounded and its Fermi level is the zero of energy, so the drain Fermi level is $\mu_D=-qV_D$. The top of the barrier has electrostatic potential $\phi$, with $U=U_0-q\phi$, and couples to gate, drain and source through constant capacitances per area $C_G,C_D,C_S$. The gate voltage $V_G$ is measured so that $\phi=0$ when all voltages and the mobile charge vanish. Charge balance reads

$$C_G(\phi-V_G)+C_D(\phi-V_D)+C_S\phi=-qN .$$

With $C_\Sigma=C_G+C_D+C_S$ and $\alpha_i=C_i/C_\Sigma$, solving for $\phi$ gives $\phi=\alpha_GV_G+\alpha_DV_D-qN/C_\Sigma$. Multiplication by $-q$ turns the last term positive:

$$U=G(U)\equiv U_L+\kappa N(U),\qquad \kappa=\frac{q^2}{C_\Sigma},$$
$$U_L=U_0-q(\alpha_GV_G+\alpha_DV_D).$$

Here $U_L$ is the barrier without mobile charge.

For the density, take one parabolic subband with effective mass $m$ and $g$ equivalent valleys. There are $2g\,d^2k/(2\pi)^2$ states per area, including spin. With kinetic energy $\varepsilon=\hbar^2k^2/2m$ we have $d^2k=2\pi k\,dk=2\pi m\,d\varepsilon/\hbar^2$, so the density of states is the constant $D=gm/(\pi\hbar^2)$.

Without scattering or tunnelling, the half of the states moving towards the drain is filled by the source, and the other half by the drain. Since

$$\int_0^\infty\frac{d\varepsilon}{1+e^{(\varepsilon+U-\mu)/k_BT}}=k_BT\ln\!\left(1+e^{(\mu-U)/k_BT}\right),$$

the density is

$$N(U)=\frac{Dk_BT}{2}\left[\ln(1+e^{-U/k_BT})+\ln(1+e^{(\mu_D-U)/k_BT})\right].$$

Each $k_BT\ln(\cdots)$ has derivative $-f_i$, where $f_i=1/(1+e^{(U-\mu_i)/k_BT})$ and $\mu_S=0$. The quantum capacitance, at fixed contact potentials, and its ratio to the electrostatic capacitance are therefore

$$C_Q=-q^2\frac{dN}{dU}=\frac{q^2D}{2}(f_S+f_D),\qquad r(U)=\frac{C_Q}{C_\Sigma}=-G'(U).$$

Thus $0<r<\kappa D$, and $r$ decreases as $U$ rises.

## One root, with an error bound

Define the residual $F(U)=U-G(U)$. Its slope is

$$F'(U)=1+r(U)>1,$$

so there is at most one root. At the lower end, $F(U_L)=-\kappa N(U_L)<0$. At the upper end, $G(U_L)>U_L$ and $G$ decreases, so $G(G(U_L))<G(U_L)$ and $F(G(U_L))>0$. The root $U^*$ lies between $U_L$ and $G(U_L)$.

The mean value theorem gives $F(U)=F'(\xi)(U-U^*)$ for some $\xi$ between $U$ and $U^*$. Hence

$$|U-U^*|\le|F(U)| .$$

The residual bounds the error in energy, apart from rounding in its evaluation.

The root is also well conditioned. Differentiating $U^*=U_L+\kappa N(U^*)$ gives $dU^*=dU_L-r\,dU^*$, or

$$\frac{dU^*}{dU_L}=\frac{1}{1+r}.$$

A large quantum capacitance makes the true barrier insensitive to the gate. The oscillation discussed below is a defect of the iteration and not an instability of the transistor in this model.

## Newton's method from below

Because $df_i/dU=-f_i(1-f_i)/k_BT$,

$$F''(U)=-\frac{\kappa D}{2k_BT}\sum_i f_i(1-f_i)<0 .$$

The residual is increasing and concave. Start Newton's method at $u_0=U_L$:

$$u_{n+1}=u_n-\frac{F(u_n)}{1+r(u_n)} .$$

If $F(u_n)<0$, the step is upwards. A concave function lies below its tangent, and the tangent vanishes at $u_{n+1}$, so $F(u_{n+1})\le0$: the step does not pass the root. The iterates rise and are bounded by $U^*$, so they converge and their steps tend to zero. As $1+r$ is bounded by $1+\kappa D$, the residual also tends to zero, and the limit is $U^*$.

For the speed, let $e_n=U^*-u_n\ge0$. Taylor's theorem gives

$$0=F(u_n)+F'(u_n)e_n+\tfrac12F''(\xi)e_n^2,\qquad u_n\le\xi\le U^* .$$

From the Newton step, $e_{n+1}=e_n+F(u_n)/F'(u_n)$. Substituting for $F(u_n)$ cancels the linear term:

$$e_{n+1}=-\frac{F''(\xi)}{2F'(u_n)}e_n^2 .$$

Now $f_i(1-f_i)\le f_i$ implies $|F''(\xi)|\le r(\xi)/k_BT$. Since $r$ decreases with energy, $r(\xi)\le r(u_n)<F'(u_n)$. Therefore

$$e_{n+1}\le\frac{e_n^2}{2k_BT}.$$

Once the error is well below $2k_BT$, convergence is quadratic, however large the quantum capacitance.

## Why simple iteration oscillates

Simple iteration sets $u_{n+1}=G(u_n)$. Subtracting $U^*=G(U^*)$ and using the mean value theorem gives

$$u_{n+1}-U^*=-r(\xi_n)(u_n-U^*) .$$

The minus sign makes the error alternate for every positive $r$. If the trial barrier is too high by a small $\delta$, the density is too low by $C_Q\delta/q^2$. The electrostatic step then places the next barrier too low by $\kappa C_Q\delta/q^2=r\delta$. It takes the old density as fixed and ignores that the density will respond.

Near the root the error shrinks if $r(U^*)<1$ and grows if $r(U^*)>1$. The criterion compares $C_Q$ with $C_\Sigma$ at the solution. The case $r(U^*)=1$ is not decided by this linear argument.

What happens to a growing error follows from monotonicity. Since $G$ decreases, the double step $H(U)=G(G(U))$ increases. If $u_2\ge u_0$, applying $H$ to both sides gives $u_4\ge u_2$, and so on. If $u_2\le u_0$, the inequalities are reversed. Every second iterate thus forms a monotone sequence. It is bounded, because all iterates from $u_2$ on lie between $U_L$ and $G(U_L)$. Its limit $p$ satisfies $H(p)=p$, while the other iterates tend to $G(p)$. Either $p=U^*$, or $p$ and $G(p)$ form a two-cycle.

When $r(U^*)>1$, errors grow throughout some neighbourhood of the root, so the iterates cannot approach it gradually. Nor can they land on it from another point, because $G$ is strictly decreasing and takes the value $U^*$ only at $U^*$. Every start other than the root therefore ends in a two-cycle.

The condition $r(U^*)<1$ guarantees convergence only from nearby starts. A simple global condition is $r(U_L)<1$: all iterates after the first lie above $U_L$, where $r$ is smaller still, so $G$ contracts distances there.

## A transistor at two gate voltages

Take $m=0.2$ electron masses, $g=2$, $T=300$ K, $C_G=0.036$ F/m² and $C_D=C_S=0.002$ F/m². Let $U_0=300$ meV and $V_D=0.5$ V. These are round model parameters. Then $k_BT=25.85$ meV, $C_\Sigma=0.040$ F/m², $\alpha_G=0.90$, $\alpha_D=0.05$, $D=1.671$ eV⁻¹ nm⁻² and $\kappa=4.005$ eV nm². Hence $\kappa D=6.69$, of which the source can supply half, 3.35. More digits are kept below than the model deserves physically, because they show the convergence.

At $V_G=0.2$ V,

$$U_L=300-0.90(200)-0.05(500)=95\ \text{meV}.$$

The root is 97.0 meV, with $N=0.000501$ nm⁻² and $r=0.077$. The electrons are nearly non-degenerate. In that limit $f_S\approx e^{-U/k_BT}$ and, with negligible drain filling, $C_Q\approx q^2N/k_BT$. This predicts $r\approx4.005(0.000501)/0.02585=0.078$. Each simple step reduces the error about thirteenfold, and nine steps from $U_L$ bring the residual below $10^{-9}$ meV.

At $V_G=0.6$ V, $U_L=-265$ meV. The residual there is $-886.8$ meV and the slope is $1+3.347$, so the first Newton step gives

$$u_1=-265+\frac{886.8}{4.347}=-61.0\ \text{meV}.$$

The successive iterates and residuals are:

| $n$ | $u_n$ (meV) | $\lvert F(u_n)\rvert$ (meV) |
|---|---:|---:|
| 0 | −265.00000 | $8.9\times10^2$ |
| 1 | −60.97924 | 7.9 |
| 2 | −59.04336 | $2.0\times10^{-2}$ |
| 3 | −59.03852 | $1.3\times10^{-7}$ |

The error after the first step is 1.94 meV. The quadratic bound allows $1.94^2/51.7=0.073$ meV after the next, and the actual error is 0.0048 meV. The root, $-59.04$ meV or $-0.00217$ hartree, has $N=0.0514$ nm⁻². Indeed $-265+4.005(51.42)=-59.1$ meV, which agrees within the rounding of $\kappa$.

At this root $C_Q=0.1215$ F/m², so $r=0.1215/0.040=3.04$. Simple iteration started 1 meV above the root has the errors, in meV,

$$1.00,\ -3.03,\ 9.25,\ -27.6,\ 86.9,\ -180.6,\ 596.1,\ -206.0,\ 680.8,\ -206.0 .$$

The first few grow by about $-3$ per step, as the linear theory predicts. The growth stops when the barrier is alternately flooded and empty, at $-265.0$ and $621.8$ meV.

These values can be understood directly. At the upper point almost no electrons remain, so the next value is $U_L$. At $U_L$ the source-filled states are strongly degenerate, $N\approx D|U_L|/2$, and the next value is $-265+3.346(265)\approx622$ meV. By the chain rule, a small error in the cycle is multiplied over two steps by the product of the two values of $r$. They are 3.35 and $1.2\times10^{-10}$, so the cycle is strongly attracting. Averaging its two points gives 178 meV, far from the root.

## The consequence for injection

For a given energy, the mean of $\cos\vartheta$ over the forward half circle is $2/\pi$. The source current per width is therefore

$$J_S=q\frac D2\int_0^\infty\frac2\pi\sqrt{\frac{2\varepsilon}{m}}\,f_S(\varepsilon)\,d\varepsilon ,$$

where $f_S(\varepsilon)=1/(1+e^{(\varepsilon+U)/k_BT})$. Put $\varepsilon=k_BTx$ and define $\mathcal F(\eta)=(2/\sqrt\pi)\int_0^\infty\sqrt x\,dx/(1+e^{x-\eta})$. Subtracting the corresponding drain current gives

$$J=q\frac{Dk_BT}{2}v_T\left[\mathcal F\!\left(\frac{-U}{k_BT}\right)-\mathcal F\!\left(\frac{\mu_D-U}{k_BT}\right)\right],\quad v_T=\sqrt{\frac{2k_BT}{\pi m}} .$$

With the integrals evaluated by the trapezoidal rule in $\sqrt x$, the current at the high-gate root is 1355 A/m. At the two cycle points the same formula gives about $10^4$ and $1.5\times10^{-8}$ A/m. Neither is a current state of the device.

When drain injection is negligible, $|d\ln J/dU|\le1/k_BT$, because differentiating $\mathcal F$ replaces $f$ by $f(1-f)\le f$. To first order, a potential error $\delta U$ thus changes the current by at most the fraction $|\delta U|/k_BT$. The residual of 0.020 meV after two Newton steps already limits this relative error to about 0.08%.

## The onset of oscillation

At large drain voltage $f_D$ can be dropped. With $s=2C_\Sigma/(q^2D)$, the ratio is $r=f_S/s$. If $s<1$, it reaches one when $f_S=s$, that is, at

$$U_c=k_BT\ln\frac{1-s}{s}.$$

Since $1-f_S=1/(1+e^{-U/k_BT})$, the logarithm in $N$ equals $-\ln(1-s)$. The scalar equation then gives

$$U_{L,c}=U_c-\kappa N=U_c+\frac{k_BT}{s}\ln(1-s),$$

where $\kappa Dk_BT/2=k_BT/s$ was used. For the example $s=0.299$, $U_c=22.0$ meV and $U_{L,c}=-8.7$ meV. The critical gate voltage is

$$V_{G,c}=\frac{300-25+8.7}{0.90}\ \text{mV}=0.315\ \text{V}.$$

The root still lies above the source Fermi level there, so oscillation begins before the source-filled states become strongly degenerate. Raising $V_G$ further lowers $U^*$ and increases $r$. If $s\ge1$, the source alone cannot bring $r$ to one.

## Damping, and bands that defeat Newton

A damped iteration moves only a fraction $\lambda$ of the way:

$$u_{n+1}=u_n+\lambda[G(u_n)-u_n].$$

Its local error multiplier is $1-\lambda(1+r)$, so it converges locally for $0<\lambda<2/(1+r)$. At the high-gate root the limit is 0.495. If $0<\lambda\le1/(1+\kappa D)$, the damped map is increasing everywhere, and the iterates approach the root monotonically from any start. Here the bound is 0.130, and at that value 37 steps from $U_L$ are needed for a residual of $10^{-9}$ meV. The bound is cautious: $\lambda=0.25$, close to $1/(1+r(U^*))=0.248$, needs seven steps, but it passes the root and requires $r(U^*)$ to be known. Newton's method is the same formula with $\lambda=1/(1+r(u_n))$, adjusted at each step. It needs four.

A decreasing density is enough to make the root unique, but the proof of monotone Newton steps also used its convexity. In a one-dimensional wire at equilibrium,

$$N_1(U)=\frac{g\sqrt{2m}}{\pi\hbar}\int_0^\infty\frac{\varepsilon^{-1/2}\,d\varepsilon}{1+e^{(\varepsilon+U)/k_BT}} .$$

For $U$ far below zero this is proportional to $\sqrt{-U}$, which is concave. Write $\kappa_1N_1\approx b\sqrt{-U}$, where $\kappa_1=q^2/C_1$ and $C_1$ is the capacitance per length. With $U_L=-L$, the first Newton step gives

$$u_1\approx-L+\frac{b\sqrt L}{1+b/(2\sqrt L)}=L\,\frac{b-2\sqrt L}{b+2\sqrt L}.$$

If $\kappa_1N_1(u_1)\ll k_BT$, as in the example below, this point lies beyond the root in the empty region. There $F\approx U-U_L$ with slope near one, so the next step returns almost to $U_L$.

With the same mass, valleys and temperature, $C_1=10^{-10}$ F/m, $U_L=-500$ meV and $V_D=0$, trapezoidal integration in $\sqrt\varepsilon$ gives the Newton iterates

$$-500.0,\ 264.9,\ -499.3,\ 264.4,\ \ldots\ \text{meV},$$

which settle into a two-cycle. They approach it from outside, so these trials stay within the shrinking bracket around the root. Rejecting only trials that leave the bracket would not stop this approach. The cycle needs a small capacitance and a deep starting point. With $C_1=2\times10^{-10}$ F/m, or with $U_L=-200$ meV, plain Newton steps from $U_L$ converge, although the proof above does not cover them.

A sufficient safeguard is to keep a bracket $[a,b']$ with $F(a)<0<F(b')$, starting from $U_L$ and $G(U_L)$, and to apply two rules:

1. Bisect if the Newton trial leaves the bracket, or if the last Newton step did not at least halve $|F|$.
2. Otherwise accept the Newton trial. After a bisection, try Newton again.

If there are infinitely many bisections, the bracket width tends to zero, since each midpoint becomes an end. If there are finitely many, then from some point on every Newton step halves $|F|$. The iterates converge to the root in both cases. For the wire, a residual of $10^{-9}$ meV takes ten evaluations and one bisection, and gives $U^*=-8.63$ meV.

The guarantee concerns the stated scalar equation. Further subbands can be added to $N$ as long as it remains decreasing. Scattering, tunnelling or charge-dependent capacitances change the equation itself, and the sign of $F'$ must then be established anew.
